Partial-wave convergence of second-order singlet and triplet pair energies, part 2

The question is how fast the parts E_l of the second-order energy E₂ of helium-like ions fall with electron angular momentum l. Hartree atomic units are used, with lengths in a₀/Z, and E = Z²E₀ + Z E₁ + E₂ + O(1/Z). For s orbitals with radial functions a, b the zeroth-order spatial function is

(3)  Φ = u(r₁,r₂)/(4π r₁r₂),  u = [a(r₁)b(r₂) ± b(r₁)a(r₂)]/√2,

(singlet +, triplet −; u = a(r₁)a(r₂) for 1s²). With x = cos θ, θ the angle between the position vectors, r<, r> the smaller and larger of r₁, r₂, and g_l = r<^l / r>^(l+1), the first-order radial functions f_l obey

(5)  [h_l(1) + h_l(2) − E₀] f_l = −g_l u,  h_l = −½ d²/dr² + l(l+1)/(2r²) − 1/r.

(6)  E_l = (2l+1)⁻¹ ∬ u g_l f_l dr₁dr₂.

Put r₁ = r + s/2, r₂ = r − s/2, λ = l + ½, κ = λ/r. At large l only the layer |s| ~ r/λ matters; there f_l = c(r₁₂)_l u, with c = ½ (singlet) or ¼ (triplet) and

(10)  (r₁₂)_l = g_l [ r<²/(2l+3) − r>²/(2l−1) ].

(15)  ∫(1 + κ|s|)e^(−2κ|s|) ds = 2[1/(2κ) + 1/(4κ)] = 3/(2κ),

(16)  ∫s²(1 + κ|s|)e^(−2κ|s|) ds = 2[2/(8κ³) + 6/(16κ³)] = 5/(4κ³).

The singlet law is E_l ≈ −C₄λ⁻⁴. With u₀ = u(r,r), triplet u ≈ s v(r), and W = a′b − ab′,

(18)  triplet: E_l = −C₆ λ⁻⁶ [1 + O(λ⁻²)],  C₆ = (5/32) ∫ r³ v² dr.

(19)  C₄(¹S) = (3/4)∫r a²b² dr,  C₆(³S) = (5/64)∫r³W² dr,  C₄(1s²) = (3/8)∫r a⁴ dr.

For general states, with vectors R = (r₁ + r₂)/2, ρ = r₁ − r₂,

(8)  singlet: Φ = Φ(R,R) + O(ρ²);  triplet: Φ = w(R)·ρ + O(ρ³),  w = ½(∇₁ − ∇₂)Φ at ρ = 0.

With w_r, w_t the radial and tangential parts of w, a semiclassical argument gave

(22)  C₄ = (3π/2)∫d³R R³ Φ(R,R)²,

(23)  C₆ = ∫d³R R⁵ [ (5π/8) w_r² + (35π/16) w_t² ].

The singlet law requires natural parity, (−1)^L_tot. The logarithmic slope quoted at the start for 1s2s ³S was −5.976.

**6. The 1s2p states treated exactly**

The ³P state has w_t ≠ 0 and tests (23), and the ¹P state tests (22), without the semiclassical step. With p(r) the 2p radial function, subscripts 1, 2 on a and p marking the argument, and n̂₁, n̂₂ the unit vectors,

(25)  Φ_j = √3 [a₁p₂ n̂₂_j ± p₁a₂ n̂₁_j]/(4π√2 r₁r₂),  j = x, y, z.

Multiply the first term by P_k(x). Electron 1 then has angular momentum k and electron 2 has k ± 1. The energy does not depend on j, so the squared norm of the k + 1 part may be averaged over j, which turns the factor 3 into a sum over j. That sum is rotationally invariant, so n̂₁ may be taken as the polar axis and the average done over n̂₂. The z component xP_k contains (k+1)P_{k+1}/(2k+1), of mean square (k+1)²/[(2k+1)²(2k+3)]. For the other two use (2k+1)P_k = P′_{k+1} − P′_{k−1}; sin θ P′_N times cos φ or sin φ is a harmonic of degree N, and partial integration with Legendre's equation gives ½∫(1−x²)P′_N² dx = N(N+1)/(2N+1). The two components together (cos²φ + sin²φ = 1) give (k+1)(k+2)/[(2k+1)²(2k+3)]. The sum is (k+1)/(2k+1)². The total is the mean of P_k², 1/(2k+1), so the k − 1 part has k/(2k+1)².

The channel (l₁,l₂) = (l,l+1) contains one P state for each j. The first term of (25) reaches it with k = l and amplitude √(l+1)/(2l+1); the second, with the roles exchanged, with k = l + 1 and amplitude of size √(l+1)/(2l+3). It is the only channel the two share, so their overlap Σ_j⟨n̂₂_j P_l n̂₁_j P_{l+1}⟩ = ½∫xP_lP_{l+1}dx = (l+1)/[(2l+1)(2l+3)] is the product of the amplitudes, and it is positive. With n = l + 1 the radial source is

(26)  S = √(n/2) [ g_l a₁p₂/(2n−1) ± g_{l+1} p₁a₂/(2n+1) ],

(27)  E_l = −2⟨S|[h_l(1) + h_{l+1}(2) − E₀]⁻¹|S⟩,

the factor 2 counting the exchanged channel (l+1,l). For l ≥ 1 the operator is positive, since −1/8 − 1/18 lies above −5/8, and E₁Φ does not enter.

Let κ = n/r. The centrifugal term involves (n − ½)²/(2r₁²) + (n + ½)²/(2r₂²), whose part linear in n is (n/2)(1/r₂² − 1/r₁²) ≈ ns/r³, of order 1/r² in the layer. The operator is again −∂_s² + κ² up to relative n⁻². In (26), g_l and g_{l+1} are (1/r)e^(−κ|s|)(1 ± |s|/(2r) + …), the denominators give (1/2n)(1 ± 1/(2n) + …), and a₁p₂, p₁a₂ = ap ± sW/2 + …, now with W = a′p − ap′. Terms of even order in 1/n are equal in the two products and terms of odd order are opposite. The singlet keeps the even ones, the triplet the odd ones, each with relative correction n⁻². For the triplet the first-order difference is ap(|s|/r + 1/n) + sW:

(28)  singlet: S = ap e^(−κ|s|)/(r√(2n));  triplet: S = e^(−κ|s|)[sW + ap(1 + κ|s|)/n]/(2r√(2n)).

Let G = (−∂_s² + κ²)⁻¹ and e = e^(−κ|s|). Section 3 gave Ge = (1 + κ|s|)e/(2κ²) and G(se) = s(1 + κ|s|)e/(4κ²), so by (15) and (16) ⟨e|G|e⟩ = 3/(4κ³) and ⟨se|G|se⟩ = 5/(16κ⁵). For the source (1 + κs)e solve −q″ + 2κq′ = 1 + κs with q = α + βs + γs²: 4κγ = κ, −2γ + 2κβ = 1, β = κα, so q = (3 + 3κs + κ²s²)/(4κ²). With t = κs the matrix element is (1/2κ³)∫₀^∞(3 + 6t + 4t² + t³)e^(−2t)dt = (1/2κ³)(3/2 + 3/2 + 1 + 3/8) = 35/(16κ³). The even and odd parts of S do not mix under G. The singlet integrand is 2·a²p²/(2nr²)·3r³/(4n³), and the triplet integrand is 2/(8nr²)·[5r⁵W²/(16n⁵) + 35r³a²p²/(16n⁵)]:

(29)  C₄(¹P) = (3/4)∫r a²p² dr,  C₆(³P) = (5/64)∫r³W² dr + (35/64)∫r a²p² dr,  λ = n = l + 1.

Equation (23) gives the same. For orbitals φ_s = a/(r√(4π)) and φ_p = √3 p cos ϑ/(r√(4π)), with ϑ the polar angle of R, (8) gives w = (φ_p∇φ_s − φ_s∇φ_p)/√2, so w_r = √3 W cos ϑ/(4π√2 R²) and w_t = √3 ap sin ϑ/(4π√2 R³). The solid-angle integrals 4π/3 of cos²ϑ and 8π/3 of sin²ϑ give W²/(8πR⁴) and a²p²/(4πR⁶), and multiplication by R⁷·5π/8 and R⁷·35π/16 yields 5/64 and 35/64.

The natural variable is the mean of l₁ + ½ and l₂ + ½. Labelling the channel by its larger angular momentum, λ′ = n + ½, gives n⁻⁶ = λ′⁻⁶(1 + 3/λ′ + …): the same power and coefficient, but with a correction of relative order 1/λ′ that spoils a fit in even powers.

**7. Truncation error**

Each λ = l + ½ is the midpoint of the interval from l to l + 1, so the sum of λ⁻ᴺ over l > L is the midpoint rule for the integral from L + 1 to infinity:

(30)  |ΔE(L)| ≈ C₄/[3(L+1)³] (singlet),  C₆/[5(L+1)⁵] (triplet).

The integrand is convex, so (30) exceeds the sum, by ∫F″/24 for F = λ⁻ᴺ, a relative amount N(N−1)/[24(L+1)²]. For P states the first omitted channel is (L,L+1), with λ = L + 1, and L + 1 in (30) is replaced by L + ½.

**8. Numbers for helium-like ions**

All coefficients, increments and tails below are parts of E₂ and do not depend on Z. The charge only sets the scale against which they are to be seen: for Z = 27, for example, the length unit a₀/Z is 1.9599 pm and Z²E₀ is −729.000 hartree for 1s² and −455.625 hartree for 1s2s and 1s2p. The scaled orbitals are a = 2r e^(−r), b = r(1 − r/2)e^(−r/2)/√2, p = r²e^(−r/2)/(2√6). All integrals follow from ∫rᴺe^(−αr)dr = N!/α^(N+1).

∫r a⁴ = 16·5!/4⁶ = 15/32, so C₄(1s²) = (3/8)(15/32) = 45/256 = 0.175781.

r a²b² = 2r⁵(1 − r + r²/4)e^(−3r) integrates to 2(5!/3⁶ − 6!/3⁷ + 7!/(4·3⁸)) = 40/729, so C₄(¹S) = (3/4)(40/729) = 10/243 = 0.041152.

For 1s2s, W = ab(a′/a − b′/b) = √2 r³e^(−3r/2)/4, ∫r³W² = 9!/(8·3¹⁰) = 560/729, so C₆(³S) = (5/64)(560/729) = 175/2916 = 0.060014.

∫r a²p² = 7!/(6·3⁸) = 280/2187, so C₄(¹P) = 70/729 = 0.096022.

For 1s2p, a′/a − p′/p = −1/r − ½, W = −(r² + r³/2)e^(−3r/2)/√6, ∫r³W² = (7!/3⁸ + 8!/3⁹ + 9!/(4·3¹⁰))/6 = 4760/6561, so C₆(³P) = (5/64)(0.725499) + (35/64)(0.128029) = 3325/26244 = 0.126696, more than half of it from the tangential term.

These were tested against a numerical solution of (5), (6) and (26), (27) that uses no asymptotic expansion. Each h_l was discretized by three-point differences in ln r between r = 0.03 and 30 and diagonalized, the exact sources were expanded in products of eigenvectors, and the results on grids of 200, 300, 450 and 700 intervals were extrapolated to zero step in powers of the squared step. Dropping the coarsest grid changes the increments by at most 2.2×10⁻⁵ relative. The ratio of the computed E_l to the leading law is

l    1s² ¹S   1s2s ¹S   1s2s ³S   1s2p ¹P   1s2p ³P
8    0.98353  0.98385  0.93685  1.00609  0.99902
14   0.99416  0.99420  0.97697  1.00198  0.99944
22   0.99755  0.99755  0.99024  1.00081  0.99973

A polynomial in λ⁻² through −λᴺE_l at l = 8, 11, 14, 18, 22, evaluated at λ⁻² = 0, gives 0.175778, 0.041151, 0.060012, 0.096020 and 0.126694, each within a few units of the last digit, less than 5×10⁻⁵ relative, of the exact coefficient. The cusp value was extracted separately by dividing E_l by the integral (6) with f_l replaced by (r₁₂)_l u from the exact (10). At l = 22 the quotient is 0.49672 for 1s2s ¹S and 0.24733 for ³S, and the limits are 0.49999 and 0.25000.

Writing the correction as 1 + c₂λ⁻², the fit gives c₂ = −1.24, −1.24, −4.99, 0.43, −0.14 in the order of the table. These values are fitted, not derived, and the fit amplifies the grid error, so they are uncertain by about 0.02; the known value for 1s² is −5/4. That the two ¹S states share c₂ is no accident. The functional ⟨f|h_l(1) + h_l(2) − E₀|f⟩ + 2⟨f|g_l u⟩ is stationary at the solution of (5), so the trial function f = χu with χ = −(1 + κ|s|)e^(−κ|s|)/(2κ²r) gives the energy with a relative error of order λ⁻⁴, although the function itself is in error at relative order λ⁻². Because u solves the l = 0 equation, the functional becomes ∬u²[χ_s² + ¼χ_r² + l(l+1)·½(1/r₁² + 1/r₂²)χ² + 2g_lχ] dr ds. Every term of relative order λ⁻² is then a universal number times ∫r u₀² dr, except the one from the s² term of u². With t = κs that term has the weight ∫₀^∞t²[t²/4 + (1+t)²/4 − (1+t)]e^(−2t)dt = 3/16 + 7/16 − 10/16 = 0. Hence c₂ is the same for every singlet (3). The sign is not universal, since ¹P approaches its limit from above. The ³S state reaches its law most slowly: the local slope is −N − 2c₂/λ², and with λ² ≈ 18.5 × 22.5 this is −6 + 0.024, the −5.976 quoted at the start. For ³P the slope is −5.999.

From (30) with L = 6, at leading order,

1s2s ¹S: 0.041152/(3·7³) = 3.9992×10⁻⁵ hartree ≈ 1.1 meV,
1s2s ³S: 0.060014/(5·7⁵) = 7.1415×10⁻⁷ hartree ≈ 0.019 meV,
1s2p ¹P: 0.096022/(3·6.5³) = 1.1655×10⁻⁴ hartree ≈ 3.2 meV,
1s2p ³P: 0.126696/(5·6.5⁵) = 2.1839×10⁻⁶ hartree ≈ 0.059 meV,

with 1 hartree = 27.211386 eV; for 1s² the value is 1.7083×10⁻⁴ hartree or about 4.6 meV. The hartree digits are those of formula (30) and serve only the comparison that follows; as truncation errors these values omit the corrections to the leading law, which lower the ³S increment at l = 8 by 6%, and all higher orders in 1/Z. The term-by-term sums of the leading law over l > 6 for the two 1s2s states are 3.9591×10⁻⁵ and 6.9651×10⁻⁷ hartree, lower by about 1% and 2.5% as the midpoint estimate requires. The summed leading law falls below 10⁻⁶ hartree at L = 23 for ¹S and L = 6 for ³S, at L = 32 for ¹P and L = 8 for ³P, and at L = 38 for 1s². For ³S the true increments lie several per cent below the leading law at such l, so L = 6 errs on the safe side. The triplet coefficient is not the smaller one: C₆/C₄ is 1.4583 for 1s2s and 1.3194 for 1s2p, and the triplet gains only through the factor λ⁻².

**9. Range of validity**

The numbers are truncation errors of E₂ in a nonrelativistic model. Higher orders change them by relative amounts that fall as 1/Z at large Z. The factor in front of 1/Z is not derived here and can be well above 1, so the numbers are no guide at small Z. At Z = 27 relativistic shifts of the levels are far larger than these tails. The derivation uses only that the one-electron potential is local and negligible against λ²/r² in the layer, so a screened local potential changes the orbitals in (22) and (23) but not the formulas. The exact, all-order expansion has not been treated, and the absence of a relative λ⁻¹ term was shown for second order only.

The laws need radial completeness: channel l must resolve a structure of width r/λ, and a basis that adds angular momentum without radial functions gives increments that are too small. They are asymptotic and should not be relied on at l = 1 or 2. In an atom with many pairs, at least one of them a singlet of natural parity, the total error still falls as (L+1)⁻³, because such pairs dominate at large L; extrapolating the triplet pairs with that same power overestimates their remainder, and they should be extrapolated separately with (L+1)⁻⁵. The division is by spatial exchange symmetry and not by spin projection: a pair of electrons with opposite spins in different orbitals contains both the singlet and the M_S = 0 component of the triplet, and that component follows the triplet law (23), or (18) for two s orbitals, exactly as the parallel-spin pairs do.

Computed results

```
cusp coefficient c for degree m=0: 1/2
cusp coefficient c for degree m=1: 1/4
cusp coefficient c for degree m=2: 1/6
integral r a^4 = 15/32 = 0.468750 (scaled a.u.)
integral r a^2 b^2 (2s) = 40/729 = 0.054870 (scaled a.u.)
integral r^3 W^2 (2s) = 560/729 = 0.768176 (scaled a.u.)
integral r a^2 b^2 (2p) = 280/2187 = 0.128029 (scaled a.u.)
integral r^3 W^2 (2p) = 4760/6561 = 0.725499 (scaled a.u.)
grid r = 0.03..30, N = (200, 300, 450, 700); relative change 3 vs 4 grids <= 2.2e-05
increments E_l (hartree): 1s2 1S, 1s2s 1S, 1s2s 3S, 1s2p 1P, 1s2p 3P
l= 8 -3.31197e-05 -7.75620e-06 -1.49075e-07 -1.47243e-05 -2.38166e-07
l=11 -9.95794e-06 -2.33150e-06 -2.50137e-08 -4.64551e-06 -4.23976e-08
l=14 -3.95327e-06 -9.25541e-07 -6.30850e-09 -1.90048e-06 -1.11166e-08
l=18 -1.49525e-06 -3.50059e-07 -1.47555e-09 -7.37698e-07 -2.69200e-09
l=22 -6.84188e-07 -1.60177e-07 -4.58034e-10 -3.43407e-07 -8.55612e-10
E_l divided by leading law -C lam^-n (lam = l+1/2 for S, l+1 for P):
l= 8 0.98353 0.98385 0.93685 1.00609 0.99902
l=11 0.99081 0.99091 0.96408 1.00320 0.99923
l=14 0.99416 0.99420 0.97697 1.00198 0.99944
l=18 0.99639 0.99640 0.98567 1.00120 0.99962
l=22 0.99755 0.99755 0.99024 1.00081 0.99973
1s2 1S: C4 = 45/256 = 0.175781 Eh, numerical 0.175778 Eh, slope(18-22) -3.994, fitted c2 -1.24
1s2s 1S: C4 = 10/243 = 0.041152 Eh, numerical 0.041151 Eh, slope(18-22) -3.994, fitted c2 -1.24
1s2s 3S: C6 = 175/2916 = 0.060014 Eh, numerical 0.060012 Eh, slope(18-22) -5.976, fitted c2 -4.99
1s2p 1P: C4 = 70/729 = 0.096022 Eh, numerical 0.096020 Eh, slope(18-22) -4.002, fitted c2 0.43
1s2p 3P: C6 = 3325/26244 = 0.126696 Eh, numerical 0.126694 Eh, slope(18-22) -5.999, fitted c2 -0.14
1s2 1S: effective c at l=22 0.49816, limit 0.49999
1s2s 1S: effective c at l=22 0.49672, limit 0.49999
1s2s 3S: effective c at l=22 0.24733, limit 0.25000
Z = 27, L = 6, 1 Eh = 27.211386 eV, a0/Z = 1.9599 pm
Z^2 E0: 1s2 -729.000 Eh, 1s2s and 1s2p -455.625 Eh
C6/C4: 1s2s 1.4583, 1s2p 1.3194
1s2 1S: tail sum 1.6911e-04 Eh, closed form 1.7083e-04 Eh = 4.6484 meV, L for 1e-6 Eh: 38
1s2s 1S: tail sum 3.9591e-05 Eh, closed form 3.9992e-05 Eh = 1.0883 meV, L for 1e-6 Eh: 23
1s2s 3S: tail sum 6.9651e-07 Eh, closed form 7.1415e-07 Eh = 0.0194 meV, L for 1e-6 Eh: 6
1s2p 1P: tail sum 1.1520e-04 Eh, closed form 1.1655e-04 Eh = 3.1715 meV, L for 1e-6 Eh: 32
1s2p 3P: tail sum 2.1216e-06 Eh, closed form 2.1839e-06 Eh = 0.0594 meV, L for 1e-6 Eh: 8
```
